# Counting infrared-active carbonyl stretches in Fe(CO)5 and Ni(CO)4 by symmetry

**Question**

I have to predict, from symmetry alone, how many C–O stretching fundamentals appear in the infrared spectra of trigonal-bipyramidal $\mathrm{Fe(CO)_5}$ and tetrahedral $\mathrm{Ni(CO)_4}$.

My first thought was one band per bond, so five and four. Then I was told that the bonds do not vibrate one at a time, and that some combined vibrations are silent. But every C–O bond is polar, so why should stretching the bonds ever fail to absorb? I have the character tables for $D_{3h}$ and $T_d$, but I don't see what to put into them, or how the outcome becomes a number of bands.

**Answer**

The bonds are polar, but light couples to the dipole moment of the whole molecule. Several bond dipoles can change at once while their vector sum stays the same. Symmetry tells you for which vibrations this must happen.

I assume a rigid equilibrium shape, the same isotopes in every carbonyl group, harmonic vibrations, and a dipole moment linear in the displacements. A fundamental is a transition from the ground state to one quantum in one mode. Modes that symmetry forces to have equal frequency form a degenerate set and count as one fundamental.

**1. What makes a mode active**

Let $Q_k$ be the normal coordinates. To first order the dipole moment is

$$\boldsymbol\mu=\boldsymbol\mu_0+\sum_k\left(\frac{\partial\boldsymbol\mu}{\partial Q_k}\right)_0Q_k .$$

Take its matrix element between the ground state and the state with one quantum in mode $k$. The constant term gives $\boldsymbol\mu_0\langle1|0\rangle=0$, because the two oscillator states are orthogonal. The terms with other coordinates contain the same factor $\langle1|0\rangle$ for mode $k$ and vanish too. What remains is

$$\langle1|\boldsymbol\mu|0\rangle=\left(\frac{\partial\boldsymbol\mu}{\partial Q_k}\right)_0\langle1|Q_k|0\rangle .$$

The last factor is not zero. In the dimensionless coordinate $x$ of the oscillator, $\psi_1=\sqrt2\,x\,\psi_0$, so $x\psi_0=\psi_1/\sqrt2$ and $\langle1|x|0\rangle=1/\sqrt2\approx0.707$. A mode is therefore active if the dipole derivative along it is nonzero.

Now let symmetry act. Applying an operation to the displaced molecule rotates or reflects its dipole change in the same way. Consider a set of modes belonging to one irreducible representation, or species. The displacements in the set that produce no dipole change are carried into one another by every operation. An irreducible set has no smaller invariant part, so these silent displacements are either the whole set or just the zero displacement. In the second case the dipole changes form a faithful copy of the set, and its species must occur among those of the vector $(x,y,z)$.

So a species absent from $(x,y,z)$ is forbidden. A species present there is allowed, though symmetry does not say how strong its band is.

**2. What to put into the character table**

Let $s_i$ be the extension of C–O bond $i$. A symmetry operation permutes the bonds and hence the $s_i$. In the permutation matrix, a bond that stays in place contributes 1 to the diagonal and a bond that moves contributes 0. The character $\chi_{\rm CO}$ is thus the number of unmoved C–O bonds. There are no minus signs, because an extension remains an extension when the molecule is reflected.

For the vector $(x,y,z)$ the character is the trace of the $3\times3$ matrix $R$. A rotation by $\varphi$ has $\mathrm{Tr}\,R=1+2\cos\varphi$. A rotation combined with a reflection in the plane perpendicular to its axis has $\mathrm{Tr}\,R=-1+2\cos\varphi$; a plain reflection is the case $\varphi=0$.

**3. The trigonal bipyramid**

Put $z$ along the threefold axis, with bonds 1 and 2 axial and bonds 3, 4, 5 equatorial.

- $C_3$ keeps the two axial bonds.
- $C_2$ lies along one equatorial bond and keeps only that one.
- $\sigma_h$ keeps the three equatorial bonds.
- $S_3$ swaps the axial bonds and cycles the equatorial ones, so it keeps none.
- $\sigma_v$ contains the two axial bonds and one equatorial bond, so it keeps three.

With the character table of $D_{3h}$:

| | $E$ | $2C_3$ | $3C_2$ | $\sigma_h$ | $2S_3$ | $3\sigma_v$ |
|---|---|---|---|---|---|---|
| $A_1'$ | 1 | 1 | 1 | 1 | 1 | 1 |
| $A_2'$ | 1 | 1 | −1 | 1 | 1 | −1 |
| $E'$ | 2 | −1 | 0 | 2 | −1 | 0 |
| $A_1''$ | 1 | 1 | 1 | −1 | −1 | −1 |
| $A_2''$ | 1 | 1 | −1 | −1 | −1 | 1 |
| $E''$ | 2 | −1 | 0 | −2 | 1 | 0 |
| $\chi_{\rm CO}$ | 5 | 2 | 1 | 3 | 0 | 3 |
| $\mathrm{Tr}\,R$ | 3 | 0 | −1 | 1 | −2 | 1 |

Characters of different species are orthogonal when summed over the group. Species $i$ therefore occurs

$$n_i=\frac1h\sum_R\chi_i(R)\,\chi_{\rm CO}(R)$$

times, where $h=12$ is the number of operations. Multiplying $\chi_{\rm CO}$ by the class sizes gives the weights $5,4,3,3,0,9$. Hence

$$\begin{aligned}
n(A_1')&=(5+4+3+3+0+9)/12=2,\\
n(A_2')&=(5+4-3+3+0-9)/12=0,\\
n(E')&=(10-4+0+6+0+0)/12=1,\\
n(A_1'')&=(5+4+3-3+0-9)/12=0,\\
n(A_2'')&=(5+4-3-3+0+9)/12=1,\\
n(E'')&=(10-4+0-6+0+0)/12=0.
\end{aligned}$$

The stretches span $2A_1'+A_2''+E'$. The dimensions add to $2+1+2=5$, as they must for five bonds.

For the vector, the weights are $3,0,-3,1,-4,3$. The two species that occur are

$$\begin{aligned}
m(E')&=(6+0+0+2+4+0)/12=1,\\
m(A_2'')&=(3+0+3-1+4+3)/12=1.
\end{aligned}$$

Their dimensions already add to three, so no other species can be present. The pair $(x,y)$ is $E'$ and $z$ is $A_2''$. Both species occur once among the stretches, while the two $A_1'$ modes have no partner in the vector. **$\mathrm{Fe(CO)_5}$ has two infrared-active C–O stretching fundamentals, $A_2''$ and $E'$.**

**4. The tetrahedron**

Here $C_3$ lies along one bond and keeps it. $C_2$ and $S_4$ keep none. Each $\sigma_d$ contains two bonds and keeps them. The group $T_d$ has $h=24$:

| | $E$ | $8C_3$ | $3C_2$ | $6S_4$ | $6\sigma_d$ |
|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $E$ | 2 | −1 | 2 | 0 | 0 |
| $T_1$ | 3 | 0 | −1 | 1 | −1 |
| $T_2$ | 3 | 0 | −1 | −1 | 1 |
| $\chi_{\rm CO}$ | 4 | 1 | 0 | 0 | 2 |
| $\mathrm{Tr}\,R$ | 3 | 0 | −1 | −1 | 1 |

The weights for the stretches are $4,8,0,0,12$:

$$\begin{aligned}
n(A_1)&=(4+8+0+0+12)/24=1,\\
n(A_2)&=(4+8+0+0-12)/24=0,\\
n(E)&=(8-8+0+0+0)/24=0,\\
n(T_1)&=(12+0+0+0-12)/24=0,\\
n(T_2)&=(12+0+0+0+12)/24=1.
\end{aligned}$$

The stretches span $A_1+T_2$, with dimension $1+3=4$. The row $\mathrm{Tr}\,R$ is identical to the row $T_2$, so $(x,y,z)$ is $T_2$. **$\mathrm{Ni(CO)_4}$ has one infrared-active C–O stretching fundamental, the triply degenerate $T_2$.**

**5. Where the bond dipoles cancel**

This answers your objection about polar bonds. Let $\mathbf u_i$ be the outward unit vector of bond $i$. Stretching one bond can change the molecular dipole only along that bond. The reason is that a rotation about the bond ($C_3$ for an axial or tetrahedral bond, $C_2$ for an equatorial one) leaves the stretched molecule unchanged, so it must leave the dipole change unchanged too. To first order, therefore,

$$\Delta\boldsymbol\mu=g_a(\mathbf u_1s_1+\mathbf u_2s_2)+g_e(\mathbf u_3s_3+\mathbf u_4s_4+\mathbf u_5s_5)$$

for the bipyramid, with one constant for each kind of bond.

One totally symmetric pattern stretches both axial bonds equally, and $\mathbf u_1+\mathbf u_2=0$. The other stretches all three equatorial bonds equally, and $\mathbf u_3+\mathbf u_4+\mathbf u_5=0$. Each gives no dipole change, so every mixture of them is silent as well, even if $g_a\ne g_e$.

The $A_2''$ mode stretches one axial bond while the other shortens. For a normalized amplitude $q$, $s_1=q/\sqrt2$ and $s_2=-q/\sqrt2$, so

$$\Delta\boldsymbol\mu=\frac{g_aq}{\sqrt2}(\mathbf u_1-\mathbf u_2)=\sqrt2\,g_a q\,\hat{\mathbf z}.$$

For the $E'$ pair take $\mathbf u_3=(1,0,0)$ and $\mathbf u_{4,5}=(-\tfrac12,\pm\tfrac{\sqrt3}2,0)$. The patterns $(2,-1,-1)/\sqrt6$ and $(0,1,-1)/\sqrt2$ on bonds 3, 4, 5 give

$$\Delta\mu_x=g_eq\,\frac{2+\frac12+\frac12}{\sqrt6}=\sqrt{\tfrac32}\,g_eq,\qquad
\Delta\mu_y=g_eq\,\frac{\frac{\sqrt3}2+\frac{\sqrt3}2}{\sqrt2}=\sqrt{\tfrac32}\,g_eq .$$

The squared dipole derivatives are $2g_a^2$ for $A_2''$ and $\tfrac32g_e^2+\tfrac32g_e^2=3g_e^2$ for the $E'$ pair. With equal constants the intensity ratio is $2:3$, provided the C–O stretches can be treated apart from the other motions.

In the tetrahedron the four $\mathbf u_i$ also sum to zero, which silences $A_1$. Stretching two bonds while the other two shorten leaves a net dipole along a twofold axis. There are three such axes, and these three patterns form $T_2$.

**6. A shortcut, and a different shape**

Write $\chi_{\rm CO}=\sum_in_i\chi_i$ and $\mathrm{Tr}\,R=\sum_im_i\chi_i$. Orthogonality of the characters gives

$$\frac1h\sum_R\chi_{\rm CO}(R)\,\mathrm{Tr}\,R=\sum_in_im_i .$$

If all characters of the group are real, as they are for the shapes treated here, and each species in the vector occurs once, this sum is the number of active fundamentals. In a group with complex characters, such as $C_3$, a degenerate pair consists of two complex-conjugate species and would be counted twice. For the two molecules it gives

$$\frac{15+0-3+3+0+9}{12}=2,\qquad\frac{12+0+0+0+12}{24}=1 .$$

Now suppose the five carbonyls formed a square pyramid, with group $C_{4v}$ and $h=8$. The unmoved bonds for $E,2C_4,C_2,2\sigma_v,2\sigma_d$ number $5,1,1,3,1$, and the traces are $3,1,-1,1,1$. Here $z$ is one species and $(x,y)$ another, so the shortcut applies:

$$\frac{15+2-1+6+2}{8}=3 .$$

The band count thus carries information about shape. As a numerical test, random force constants and dipole derivatives, restricted by nothing except the symmetry of each shape, also gave two, one and three active levels.

**7. A model spectrum**

Symmetry gives no frequencies. To see the levels separately, take round force constants, not fitted to either molecule, in

$$V=\tfrac12\sum_{ij}F_{ij}s_is_j .$$

Let the diagonal elements be $k_a=1700$ N/m (axial), $k_e=1650$ N/m (equatorial) and $k=1700$ N/m (tetrahedral). Let every coupling between two bonds be $c=30$ N/m.

Treat each C–O group as a diatomic oscillator with masses 12 u and 16 u. Its reduced mass is $m=12\cdot16/28=6.857$ u. If $F$ is the force constant of a mode, then $m\ddot q=-Fq$, and the wavenumber is

$$\tilde\nu=\frac1{2\pi c_0}\sqrt{\frac Fm},$$

with $c_0$ the speed of light.

Apply the force matrix to the patterns found above. For $A_2''$, the pattern $(1,-1,0,0,0)$ returns $k_a-c$ on bond 1, $-(k_a-c)$ on bond 2, and $c-c=0$ on each equatorial bond. For $E'$, the pattern $(0,0,0,1,-1)$ returns $k_e-c$ on bond 4 and its negative on bond 5, with zero elsewhere. Thus

$$F(A_2'')=1700-30=1670\ \text{N/m},\qquad F(E')=1650-30=1620\ \text{N/m}.$$

The two normalized $A_1'$ patterns, $(1,1,0,0,0)/\sqrt2$ and $(0,0,1,1,1)/\sqrt3$, mix. Their diagonal elements are $k_a+c=1730$ N/m and $k_e+2c=1710$ N/m. Six axial–equatorial pairs give the off-diagonal element $6c/\sqrt6=\sqrt6\,c$. The eigenvalues are

$$F(A_1')=1720\pm\sqrt{10^2+6\cdot30^2}=1794.2\ \text{and}\ 1645.8\ \text{N/m}.$$

In the tetrahedron, equal extensions feel three couplings each, so $F(A_1)=k+3c=1790$ N/m. For the pattern $(1,1,-1,-1)$, each bond feels one coupling of its own sign and two of the opposite sign, so $F(T_2)=k+c-2c=1670$ N/m.

| Shape | Species | $\tilde\nu$ (cm⁻¹) | Relative intensity |
|---|---|---|---|
| bipyramid | $E'$ | 2002 | 3 |
| bipyramid | $A_1'$ | 2018 | 0 |
| bipyramid | $A_2''$ | 2033 | 2 |
| bipyramid | $A_1'$ | 2107 | 0 |
| tetrahedron | $T_2$ | 2033 | 4 |
| tetrahedron | $A_1$ | 2105 | 0 |

The intensities are squared dipole derivatives for equal bond constants, set to 1. Five bonds give four levels, of which two absorb; four bonds give two levels, of which one absorbs. The $A_2''$ and $T_2$ wavenumbers coincide because I chose the same $k$ and $c$ for both, so that agreement says nothing about the real molecules. The order of $E'$ and $A_2''$ also follows from my choices, $k_e<k_a$ together with equal couplings. With an axial–axial coupling of 90 N/m instead of 30 N/m, $F(A_2'')=1610$ N/m and $A_2''$ drops to 1996 cm⁻¹, below $E'$.

**8. May the C–O stretches be treated alone?**

The metal–carbon bonds are permuted in the same way as the C–O bonds, so their stretches span the same species and can mix with them. The counts two and one therefore refer to the C–O stretching region, not to the whole infrared spectrum.

I checked the separation in a model where all atoms move, with a metal–carbon force constant of 250 N/m, bending springs of 50 N/m Å², and metal masses of 56 and 58 u. The active levels become 2056 and 2086 cm⁻¹ for the bipyramid and 2085 cm⁻¹ for the tetrahedron. The highest mode outside the C–O group lies at 587 and 538 cm⁻¹ respectively. These two values depend on the bending constant: for the bipyramid the value is 551 cm⁻¹ at 25 N/m Å² and 672 cm⁻¹ at 80 N/m Å², while the C–O levels move by less than 1 cm⁻¹. In every mode of the C–O group, at least 94% of the potential energy is in the C–O stretches. The group is well separated, and it still has two and one active levels.

In this model all the C–O levels rise, by about 50 cm⁻¹. The direction can be understood without calculation. With the C–O springs alone, the all-atom problem has the wavenumbers of the table, because no two C–O groups share an atom. The added springs contribute energy that is never negative, and such an addition cannot lower any vibrational frequency when the frequencies are compared in order. The argument does not cover an interaction constant between the M–C and C–O stretch of the same ligand, which the model omits and real carbonyls have. In the tetrahedral model, 70 N/m for this constant brings the levels back to 2035 and 2106 cm⁻¹, and 100 N/m puts them at 2013 and 2086 cm⁻¹, below the table. The count of active levels does not change.

**9. When the observed count can differ**

Replace one $^{12}$C in the tetrahedral molecule by $^{13}$C. The symmetry drops to $C_{3v}$, with the axis along the heavy bond. The heavy bond contributes $A_1$ and the other three contribute $A_1+E$. In $C_{3v}$, $z$ is $A_1$ and $(x,y)$ is $E$, so all three levels are now allowed.

In the model without metal–carbon motion they lie at 1995, 2033 and 2097 cm⁻¹, with relative intensities 1.23, 2.67 and 0.06. The middle one has not moved from the original $T_2$ position: its two modes leave the heavy bond unstretched, so the extra mass plays no part. The highest one descends from the silent $A_1$ mode and is allowed but weak.

A solvent or crystal that distorts the molecule can likewise lower the symmetry, and the count must then be redone in the smaller group. In the other direction, two allowed bands may overlap, or one may be too weak to see. Two observed bands are therefore consistent with a trigonal bipyramid, but do not by themselves exclude a square pyramid with a hidden third band. Overtones and combinations, which can appear once the harmonic and linear-dipole assumptions are relaxed, are not part of this count.

The numerical output below lists the characters and levels to more digits.

## Computed values

```
oscillator <1|x|0> = 0.7071 (dimensionless)
oscillator <1|0> = 0.0000, <2|x|0> = 0.0000
D3h: number of operations = 12
  1 E: unmoved CO = 5, Tr R = 3
  2 C3: unmoved CO = 2, Tr R = 0
  3 C2: unmoved CO = 1, Tr R = -1
  1 sigma_h: unmoved CO = 3, Tr R = 1
  2 S3: unmoved CO = 0, Tr R = -2
  3 sigma_v: unmoved CO = 3, Tr R = 1
  CO stretches: 2 A1', 1 E', 1 A2''
  x, y, z: 1 E', 1 A2''
Td: number of operations = 24
  1 E: unmoved CO = 4, Tr R = 3
  8 C3: unmoved CO = 1, Tr R = 0
  3 C2: unmoved CO = 0, Tr R = -1
  6 S4: unmoved CO = 0, Tr R = -1
  6 sigma_d: unmoved CO = 2, Tr R = 1
  CO stretches: 1 A1, 1 T2
  x, y, z: 1 T2
trigonal bipyramid: infrared CO bands = 2
tetrahedron: infrared CO bands = 1
square pyramid: infrared CO bands = 3
k axial = 1700, k equatorial = 1650 N/m
k tetrahedral = 1700, all couplings = 30 N/m
masses C, O = 12, 16 u; reduced mass = 6.8571 u
M(CO)5, CO stretches alone (intensity relative):
  E': F = 1620.0 N/m, 2002.4 cm^-1, I = 3.00
  A1' lower: F = 1645.8 N/m, 2018.4 cm^-1, I = 0.00
  A2'': F = 1670.0 N/m, 2033.1 cm^-1, I = 2.00
  A1' upper: F = 1794.2 N/m, 2107.3 cm^-1, I = 0.00
M(CO)4, CO stretches alone (intensity relative):
  T2: F = 1670.0 N/m, 2033.1 cm^-1, I = 4.00
  A1: F = 1790.0 N/m, 2104.9 cm^-1, I = 0.00
M(CO)4 with one 13C (mass 13 u):
  1995.2 cm^-1, degeneracy 1, I = 1.233
  2033.1 cm^-1, degeneracy 2, I = 2.667
  2097.2 cm^-1, degeneracy 1, I = 0.056
all-atom model: M-C 1.8, C-O 1.15 angstrom
  k(M-C) = 250 N/m, bends = 50 N/m angstrom^2
M(CO)5, all atoms, metal 56 u: active CO bands = 2
  2055.6 cm^-1, degeneracy 2, active
  2069.6 cm^-1, degeneracy 1, inactive
  2085.9 cm^-1, degeneracy 1, active
  2156.3 cm^-1, degeneracy 1, inactive
  highest other mode = 586.8 cm^-1; least CO energy share = 0.946
M(CO)4, all atoms, metal 58 u: active CO bands = 1
  2085.2 cm^-1, degeneracy 3, active
  2153.9 cm^-1, degeneracy 1, inactive
  highest other mode = 538.4 cm^-1; least CO energy share = 0.948
```
